\section*{Dirac Points of a Honeycomb Lattice with One Stronger Bond}

\section{The problem}

A honeycomb lattice has one orbital per site, equal site energies (taken as zero) and hopping between nearest neighbours. The bond length is $a$. Each site of sublattice $A$ is joined to three sites of sublattice $B$ by
\begin{equation}
\boldsymbol\delta_{1,2}=a\left(\pm\tfrac{\sqrt3}{2},\tfrac12\right),\qquad
\boldsymbol\delta_3=a(0,-1).
\end{equation}
The hopping is $t>0$ on the first two bonds and $t'>0$ on the third. For $t'=t$ this is the usual model of graphene, with two Dirac points at zero energy. Now $t'$ is increased while $t$ and the geometry are held fixed.

(a) What becomes of the Dirac points, and is there a value of $t'$ at which they cease to exist? (b) What is the dispersion at that value? (c) What is the density of states there at low energy? (d) What is the gap beyond it?

Spin is left out, so densities of states are per unit cell and per spin. Energies are given in units of $t$ and lengths in units of $a$.

\section{A tempting solution, which is wrong}

Take amplitudes $u_Ae^{i\mathbf k\cdot\mathbf r}$ and $u_Be^{i\mathbf k\cdot\mathbf r}$ on the two sublattices. With hopping elements $-t$ and $-t'$, the Schr\"odinger equation reads
\begin{equation}
Eu_A=-Fu_B,\qquad Eu_B=-F^*u_A,\qquad
F=t\,e^{i\mathbf k\cdot\boldsymbol\delta_1}+t\,e^{i\mathbf k\cdot\boldsymbol\delta_2}+t'e^{i\mathbf k\cdot\boldsymbol\delta_3}.
\end{equation}
Eliminating $u_B$ gives $E=\pm|F|$. The first two terms add up to $2t\,e^{ik_ya/2}\cos(\sqrt3k_xa/2)$. Taking out the phase $e^{-ik_ya}$ of the third term, which does not affect $|F|$, leaves
\begin{equation}
f=t'+2t\,e^{3ik_ya/2}\cos\frac{\sqrt3k_xa}{2},\qquad E=\pm|f|.
\end{equation}
It is convenient to measure $\mathbf k$ from $\mathbf M=(2\pi/(\sqrt3a),0)$. Let $\mathbf k=\mathbf M+\mathbf q$ and
\begin{equation}
X=\frac{\sqrt3\,q_xa}{2},\qquad Y=\frac{3q_ya}{2}.
\end{equation}
The argument of the cosine is then $\pi+X$, so the cosine changes sign:
\begin{equation}
f=t'-2t\,e^{iY}\cos X. \label{f}
\end{equation}

So far all is correct. At $t'=t$ there is a Dirac point at $Y=0$, $X=\pi/3$, where $\cos X=\tfrac12$. The tempting step is to use the Dirac theory of that point. With $X=\pi/3+x$, first order gives $\cos X\approx\frac12-\frac{\sqrt3}{2}x$ and $e^{iY}\approx1+iY$. Dropping the product $xY$,
\begin{equation}
f\approx(t'-t)+\sqrt3\,t\,x-itY
=\sqrt3\,t\left(x+\frac{t'-t}{\sqrt3\,t}\right)-itY. \label{wrong}
\end{equation}
The change of hopping seems only to displace the cone, like a constant vector potential. Since $q_x=2X/(\sqrt3a)$, the Dirac point moves to
\begin{equation}
q_x=\frac{2\pi}{3\sqrt3\,a}-\frac{2(t'-t)}{3ta}. \label{wrongq}
\end{equation}
One would conclude that the Dirac points survive for every $t'$, with unchanged slopes $3ta/2$, a density of states linear in $|E|$, and no gap.

\section{Where the fault lies}

The conclusion fails in a simple limit. For $t'\gg t$ the lattice is a set of nearly isolated pairs of sites. Each pair has levels at $\pm t'$, and the weak hopping $t$ cannot bring them together at zero energy.

The fault is in the step to Eq.~(\ref{wrong}), where $\cos X$ is replaced by its tangent at $X=\pi/3$. On the line $Y=0$, a zero of Eq.~(\ref{f}) requires $\cos X=t'/(2t)$. A straight line takes every value, so the linearized condition has a solution for every $t'$. A cosine does not exceed one.

The linear theory is sound for $|t'-t|\ll t$, and it degrades gradually. The first term of Eq.~(\ref{wrongq}) is $1.2092/a$. At $t'=1.5t$ the formula gives $(1.2092-0.3333)/a=0.876/a$, while the Dirac point of the full band is at $0.8345/a$, so the estimate is 5\% too large. At $t'=1.9t$ it gives $(1.2092-0.6000)/a=0.609/a$ against the true $0.3667/a$. The slopes there, found below, are $0.54\,ta$ and $2.85\,ta$, far from the assumed common value $1.5\,ta$.

The linear theory also treats each cone alone. Its partner sits at $-q_x$, on the other side of $\mathbf M$, and what happens when the two meet lies outside an expansion about either one. The remedy is to keep the cosine, and to expand about $\mathbf M$ when an expansion is needed.

\section{The right solution}

\subsection{Dirac points and their merger}

The lattice vectors $\mathbf a_i=\boldsymbol\delta_i-\boldsymbol\delta_3=a(\pm\sqrt3/2,3/2)$, $i=1,2$, give $\mathbf k\cdot\mathbf a_1=\pi+X+Y$ and $\mathbf k\cdot\mathbf a_2=-\pi-X+Y$. Two points $\mathbf k$ are equivalent if both phases differ by multiples of $2\pi$. Hence $(X,Y)$ is equivalent to $(X+\pi,Y+\pi)$ and to $(X,Y+2\pi)$, and one full zone is
\begin{equation}
-\frac\pi2\le X<\frac\pi2,\qquad -\pi\le Y<\pi, \label{zone}
\end{equation}
with area $2\pi^2$ in the $XY$ plane. In this zone $\cos X\ge0$.

From Eq.~(\ref{f}), with $\cos Y=1-2\sin^2(Y/2)$,
\begin{align}
E^2&=t'^2+4t^2\cos^2X-4tt'\cos X\cos Y\nonumber\\
&=(t'-2t\cos X)^2+8tt'\cos X\,\sin^2\frac Y2. \label{E2}
\end{align}
Neither term is negative in the zone, so $E=0$ requires both to vanish. The first gives $\cos X=t'/(2t)$, which is positive, and the second then forces $Y=0$:
\begin{equation}
Y=0,\qquad X=\pm X_0,\qquad \cos X_0=\frac{t'}{2t}. \label{zeros}
\end{equation}
For $0<t'<2t$ there are two Dirac points, at $q_x=\pm2X_0/(\sqrt3a)$. They meet at $\mathbf M$ when $t'=2t$, and for $t'>2t$ there is none.

To find the cones, set $X=X_0+x$ and define
\begin{equation}
s=\sin X_0=\sqrt{1-\left(\frac{t'}{2t}\right)^2}.
\end{equation}
To first order $\cos X\approx\cos X_0-sx$. With $2t\cos X_0=t'$, Eq.~(\ref{f}) becomes
\begin{equation}
f\approx t'-2t(\cos X_0-sx+iY\cos X_0)=2ts\,x-it'Y.
\end{equation}
Since $x$ and $Y$ are $\sqrt3a/2$ and $3a/2$ times the displacements in $k_x$ and $k_y$, the slopes are
\begin{equation}
v_x=\sqrt3\,ta\,s,\qquad v_y=\tfrac32t'a. \label{v}
\end{equation}
For $t'=t$, $s=\sqrt3/2$ and both equal $3ta/2$. As $t'\to2t$, $v_x$ falls to zero and $v_y$ rises to $3ta$: the cones flatten along the line on which they approach each other. At $t'=1.9t$, $s=\sqrt{1-0.95^2}=0.312$, so $v_x=0.541\,ta$ and $v_y=2.85\,ta$, as found numerically from the full band.

At the other Dirac point $\sin X=-s$, so the real part of $f$ has the opposite slope while the imaginary part is unchanged. The phase of $f$ therefore turns by $2\pi$ in opposite senses around the two points, and the winding, counted anticlockwise in the $q_xq_y$ plane, is $-1$ at $X=X_0$ and $+1$ at $X=-X_0$. (The numerical output lists the two windings in the order in which the points were found, the one at negative $q_x$ first.) A point with nonzero winding cannot be removed by a small change of $f$, because the phase on a small circle around it would still have to turn. When the two meet, the windings cancel and this protection is lost.

The argument needs a Hamiltonian that keeps the period of the lattice and has no term that distinguishes the sublattices. A modulation that enlarges the cell can fold the two points onto each other, so that their windings cancel: at $t'=t$ a Kekul\'e pattern, which strengthens one third of the bonds by $\delta$, opens a gap $2\delta$ however small $\delta$ is. With site energies $+m$ on $A$ and $-m$ on $B$, the equations $(E-m)u_A=-fu_B$ and $(E+m)u_B=-f^*u_A$ give $E^2=m^2+|f|^2$, and a gap is present for every $t'$.

\subsection{Dispersion at the merger}

Let $\Delta=t'-2t$ and expand Eq.~(\ref{f}) about $X=Y=0$:
\begin{equation}
f\approx2t+\Delta-2t(1+iY)\left(1-\frac{X^2}{2}\right)
\approx\Delta+tX^2-2itY. \label{local}
\end{equation}
The terms kept are of the same order if $X^2$, $Y$ and $\Delta/t$ are all of order $\epsilon\ll1$. The leading omitted terms are $tY^2$, $-tX^4/12$ and $itX^2Y$, all of order $t\epsilon^2$. Inserting $X$ and $Y$,
\begin{equation}
f\approx\Delta+\alpha q_x^2-icq_y,\qquad
\alpha=\tfrac34ta^2,\qquad c=3ta. \label{universal}
\end{equation}
At $t'=2t$, where $\Delta=0$,
\begin{equation}
E=\pm\sqrt{\alpha^2q_x^4+c^2q_y^2}. \label{semi}
\end{equation}
The energy is quadratic along $q_x$, the line joining the former Dirac points, and linear along $q_y$. Here the real part of $f$ is never negative, so its phase stays between $-\pi/2$ and $\pi/2$ and the winding is zero, as the cancellation requires.

The corrections along the axes follow from Eq.~(\ref{E2}). At $Y=0$ the positive energy is $2t(1-\cos X)=tX^2(1-X^2/12+\dots)$, and at $X=0$, $Y>0$ it is $4t\sin(Y/2)=2tY(1-Y^2/24+\dots)$. For $q_x=0.1/a$ the full band gives $0.007495t$ and the quadratic law $0.75\times0.01\,t=0.007500t$. For $q_y=0.1/a$ the values are $0.2997t$ and $0.3000t$. Doubling $q_x$ raises the energy to $0.029925t$, by a factor 3.99; doubling $q_y$ raises it to $0.5978t$, by a factor 1.99.

Equation~(\ref{universal}) also shows how the points approach each other. For small negative $\Delta$ its zeros lie at $q_x=\pm\sqrt{|\Delta|/\alpha}$, so the separation closes as a square root. At $t'=1.9t$ this gives $\sqrt{0.1/0.75}/a=0.365/a$, close to the full result $0.3667/a$. The expansion about $\mathbf M$ succeeds where the one about the original Dirac point failed.

\subsection{Density of states at the merger}

Let $N(E)$ be the number of states per cell between zero and $E>0$. It is the area $S(E)$ enclosed by the contour of energy $E$, times $A_c/(2\pi)^2$, where
\begin{equation}
A_c=|\mathbf a_1\times\mathbf a_2|=\frac{3\sqrt3}{2}a^2
\end{equation}
is the cell area. By Eq.~(\ref{semi}), at given $q_x$ the contour encloses $|q_y|<\sqrt{E^2-\alpha^2q_x^4}/c$. With $q_x=\sqrt{E/\alpha}\,u$,
\begin{equation}
S(E)=\frac2c\int\sqrt{E^2-\alpha^2q_x^4}\,dq_x
=\frac{2J}{c\sqrt\alpha}E^{3/2},\qquad
J=\int_{-1}^{1}\sqrt{1-u^4}\,du.
\end{equation}
The power follows from the shape of the contour: its width is proportional to $E^{1/2}$ along $q_x$ and to $E$ along $q_y$. Differentiation gives
\begin{equation}
g(E)=\frac{A_c}{4\pi^2}\frac{dS}{dE}=\frac{A_c}{4\pi^2}\,\frac{3J}{c\sqrt\alpha}\sqrt E.
\end{equation}
Now $c\sqrt\alpha=3ta\cdot\frac{\sqrt3}{2}\sqrt t\,a=A_ct^{3/2}$, so the cell area cancels. The spectrum is symmetric about zero, and for both signs of energy
\begin{equation}
g(E)=\frac{3J}{4\pi^2}\frac{\sqrt{|E|}}{t^{3/2}},\qquad |E|\ll t. \label{dos}
\end{equation}

The substitution $w=u^4$ turns $J$ into a beta function:
\begin{equation}
J=\frac12\int_0^1w^{-3/4}(1-w)^{1/2}dw
=\frac{\Gamma(\frac14)\Gamma(\frac32)}{2\,\Gamma(\frac74)}
=\frac{\Gamma(\frac14)^2}{3\sqrt{2\pi}}=1.74804.
\end{equation}
The third form uses $\Gamma(\frac32)=\sqrt\pi/2$, $\Gamma(\frac74)=\frac34\Gamma(\frac34)$ and $\Gamma(\frac14)\Gamma(\frac34)=\pi\sqrt2$. The coefficient in Eq.~(\ref{dos}) is then $3\times1.74804/(4\pi^2)=0.1328$.

This can be compared with a direct count of the states of the full band between $0.9E$ and $1.1E$, divided by the width $0.2E$. At $E=0.01t$ the count gives $0.01330/t$ and the law $0.1328\times0.1/t=0.01328/t$. At $E=0.1t$ they are $0.0427/t$ and $0.0420/t$, so the law is 1.7\% below the count. Between $0.001t$ and $0.004t$ the counted exponent is 0.500.

\subsection{Gap beyond the merger}

For $t'>2t$ the triangle inequality applied to Eq.~(\ref{f}) gives, for every $\mathbf k$,
\begin{equation}
|f|\ge t'-2t|\cos X|\ge t'-2t.
\end{equation}
At $\mathbf M$, where $X=Y=0$, both equalities hold. The upper band therefore has its minimum at $t'-2t$ and the lower band its maximum at $-(t'-2t)$, both at $\mathbf M$:
\begin{equation}
E_{\rm gap}=2(t'-2t). \label{gap}
\end{equation}
No expansion was used, so within this model the result holds for every $t'>2t$. The quantity $\Delta$ in Eq.~(\ref{universal}) is half the gap. Minimizing the energy over the zone gives gaps of $0.4t$, $1.0t$ and $2.0t$ for $t'=2.2t$, $2.5t$ and $3t$, in agreement with Eq.~(\ref{gap}). For $t'\gg t$ the gap tends to $2t'$, the splitting of an isolated pair, reduced by $4t$ through the broadening of the two levels.

\section{The density of states on either side}

The square-root law belongs to the merger. For $t'<2t$ each cone has an elliptical contour of area $\pi E^2/(v_xv_y)$, and by Eq.~(\ref{v}) $v_xv_y=A_ctt's$. Two cones give
\begin{equation}
N(E)=\frac{A_c}{4\pi^2}\,\frac{2\pi E^2}{A_ctt's}=\frac{E^2}{2\pi tt's},\qquad
g(E)=\frac{|E|}{\pi tt's}. \label{cone}
\end{equation}
At $t'=1.5t$ and $E=0.005t$ this is $0.001604/t$, equal to the count to the digits shown. For $t\le t'<2t$ the linear law holds for $|E|\ll2t-t'$, since $2t-t'$ is the energy at $\mathbf M$, where the two contours join. As $t'\to2t$ its slope diverges because $s\to0$, but its range shrinks to nothing. For $|\Delta|\ll|E|\ll t$, $\Delta$ may be dropped from Eq.~(\ref{universal}) and the square-root law returns.

For $t'>2t$, expand Eq.~(\ref{E2}) at small $X$ and $Y$. The first term is $(\Delta+tX^2)^2\approx\Delta^2+2\Delta tX^2$ and the second is $2tt'Y^2$. Taking the root,
\begin{equation}
E\approx\Delta+tX^2+\frac{tt'}{\Delta}Y^2.
\end{equation}
The contour at height $e=E-\Delta$ above the edge is an ellipse of area $\pi(e/t)\sqrt{\Delta/t'}$ in the $XY$ plane. Dividing by the zone area $2\pi^2$ and differentiating with respect to $e$ gives a step at the band edge:
\begin{equation}
g(\Delta^+)=\frac{1}{2\pi t}\sqrt{\frac{\Delta}{t'}}.
\end{equation}
For $t'=2.5t$ it is $\sqrt{0.2}/(2\pi t)=0.0712/t$; the count around $0.001t$ above the edge gives $0.0713/t$. This value holds only for $e\ll\Delta$ and $e\ll t$. As $\Delta\to0$ both the step and its range vanish, and the square-root law takes over.

\section{The model and real graphene}

In graphene $t$ is roughly 3~eV and the three hoppings are equal, so $t'=2t$ is far from its normal state. Stretching the sheet at right angles to the third bond lengthens the other two bonds but not the third, and so raises $t'/t$. Stretching it along the third bond lowers $t'/t$ and leads away from the merger. If the hopping falls with bond length $d$ roughly as $e^{-3(d/a-1)}$, a ratio of two needs bond lengths that differ by about $(\ln2)/3\approx0.23$ of $a$, which for a uniform stretch of the sheet means a strain of roughly 25 to 30\%, a very large distortion for a crystal. The one-orbital model says nothing about whether the sheet survives such a strain or where its $\sigma$ bands then lie, so Eq.~(\ref{gap}) is not a prediction for strained graphene. The changed geometry would alter the slopes in $\mathbf q$. It would not alter the merger condition, the gap or the density of states per cell, because $|f|$ depends on $\mathbf k$ only through $\mathbf k\cdot\mathbf a_1$ and $\mathbf k\cdot\mathbf a_2$.

Real graphene also has hopping $t_2$ between second neighbours. Taken equal for all six, with matrix element $-t_2$, it adds the same energy to both bands. On the line $Y=0$ this is
\begin{equation}
-2t_2(-2\cos X+\cos2X)\approx2t_2+2t_2X^2.
\end{equation}
The bands still touch at $t'=2t$, and their separation $2|f|$ at each $\mathbf k$ is unchanged. Their curvatures along $q_x$, however, become proportional to $t+2t_2$ and $-(t-2t_2)$ instead of $\pm t$. For $|t_2|=0.1t$, a value chosen only as an illustration, that is a change of 20\% in each, and the sign of $t_2$ decides which of the two bands is the flatter one. The density of states is then no longer symmetric about the touching energy. The numerical output below lists the values for the nearest-neighbour model.

\section*{Table of computed values}
\begin{verbatim}
Units: energy t, length a; t = 1, a = 1
Dirac points before the merger (found numerically):
 t'=1.0 t: qx from M = +/-1.2092 1/a, windings +1,-1
   slopes vx=1.5000 t a, vy=1.5000 t a
 t'=1.5 t: qx from M = +/-0.8345 1/a, windings +1,-1
   slopes vx=1.1456 t a, vy=2.2500 t a
 t'=1.9 t: qx from M = +/-0.3667 1/a, windings +1,-1
   slopes vx=0.5408 t a, vy=2.8500 t a
Winding around merged point: 0
At t' = 2t, full band against leading law:
 alpha = 0.75 t a^2, c = 3.00 t a
 qx=0.1 1/a: E=0.007495 t, alpha qx^2=0.007500 t
 qy=0.1 1/a: E=0.299719 t, c qy=0.300000 t
 qx=0.2 1/a: E=0.029925 t, alpha qx^2=0.030000 t
 qy=0.2 1/a: E=0.597753 t, c qy=0.600000 t
Density of states at t' = 2t, per cell and spin:
 integral of sqrt(1-u^4) = 1.74804
 varpi = 2.62206, varpi/(2 pi^2) = 0.13283
 counted exponent, E=0.001 to 0.004 t: 0.500
 E=0.001 t: counted g=0.00420 1/t, law 0.00420 1/t
 E=0.010 t: counted g=0.01330 1/t, law 0.01328 1/t
 E=0.100 t: counted g=0.04274 1/t, law 0.04201 1/t
t'=1.5 t, E=0.005 t: counted g=0.001604 1/t, linear law 0.001604 1/t
t'=2.5 t, 0.001 t above edge: counted g=0.07129 1/t, step law 0.07118 1/t
Gap beyond the merger (minimized over the zone):
 t'=2.2 t: gap=0.40000 t, 2(t'-2t)=0.40000 t
 t'=2.5 t: gap=1.00000 t, 2(t'-2t)=1.00000 t
 t'=3.0 t: gap=2.00000 t, 2(t'-2t)=2.00000 t
\end{verbatim}
